# Do matched logarithmic derivatives certify an ultrasoft pseudopotential?

**Question**

I have generated an ultrasoft pseudopotential for sulfur with two projectors in each of the s and p channels. Its logarithmic derivatives follow the all-electron ones so closely that I cannot see a difference on a plot, from well below the 3s level to well above zero energy. I took this as proof that the potential is transferable. I then made the augmentation functions $Q_{ij}(r)$ smoother, to save plane waves, and the curves did not move at all. May I conclude that the smoothing is harmless? More generally, once the logarithmic derivatives match, is anything left to check?

**Answer**

No, the smoothing may do harm, and yes, there is more to check. The curves did not move because they cannot respond to the shape of $Q_{ij}(r)$, provided that its integral is kept. They describe scattering in one fixed potential, that of the reference atom. How the potential changes in another environment is a separate matter, and there the shape of $Q_{ij}(r)$ and the unscreening both enter.

I use Hartree atomic units and a spherical, non-relativistic, spin-unpolarized atom. Radial functions are $u=rR$, $\langle f|g\rangle=\int fg\,dr$, and $T=-\tfrac12 d^2/dr^2+l(l+1)/2r^2$. All formulas for projectors refer to one channel $l$.

**What the scan contains**

Let $\psi_i$ be the regular all-electron solution at energy $\varepsilon_i$ in the screened potential $V_{AE}$. The smooth $\phi_i$ equals $\psi_i$ beyond $r_c$ and joins it with the same value, slope and curvature. The smooth local potential $V_{loc}$ equals $V_{AE}$ beyond $r_c$. Define

$$\chi_i=(\varepsilon_i-T-V_{loc})\phi_i,\qquad B_{ij}=\langle\phi_i|\chi_j\rangle,\qquad \beta_i=\sum_j(B^{-1})_{ji}\chi_j ,$$

$$Q_{ij}(r)=\psi_i\psi_j-\phi_i\phi_j,\qquad q_{ij}=\int Q_{ij}\,dr,\qquad D_{ij}=B_{ij}+\varepsilon_jq_{ij}.$$

$B$ is assumed invertible. The functions $\chi_i$, $\beta_i$ and $Q_{ij}$ vanish beyond $r_c$. Two identities follow from the definition of $\beta_i$:

$$\langle\phi_k|\beta_i\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki},\qquad \sum_i B_{ik}\beta_i=\sum_j\Big[\sum_i(B^{-1})_{ji}B_{ik}\Big]\chi_j=\chi_k .$$

The matrix $D$ is symmetric. In $B_{ij}-B_{ji}$ the local potential and the centrifugal term cancel, and integrating the second derivatives by parts gives

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\phi_i\phi_j\,dr+\tfrac12\big[\phi_i\phi_j'-\phi_j\phi_i'\big]_{r_c}.$$

The same manipulation for the $\psi_i$, which satisfy their own equation, gives

$$0=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\psi_i\psi_j\,dr+\tfrac12\big[\psi_i\psi_j'-\psi_j\psi_i'\big]_{r_c}.$$

The boundary terms are equal because values and slopes match. Subtraction leaves $B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)q_{ij}$, hence $D_{ij}-D_{ji}=0$.

The ultrasoft equation at energy $\varepsilon$ is

$$(T+V_{loc}-\varepsilon)\phi+\sum_{ij}\beta_i\,M_{ij}(\varepsilon)\,\langle\beta_j|\phi\rangle=0,\qquad M_{ij}(\varepsilon)=D_{ij}-\varepsilon q_{ij}.$$

For $\phi=\phi_k$ and $\varepsilon=\varepsilon_k$ the first term is $-\chi_k$. The second is $\sum_i(D_{ik}-\varepsilon_kq_{ik})\beta_i=\sum_iB_{ik}\beta_i=\chi_k$. The equation holds, so the logarithmic derivatives agree at the reference energies by construction.

At any other energy, let $u_0$ be the regular solution of $(T+V_{loc}-\varepsilon)u_0=0$, and $g_i$ a regular solution of $(T+V_{loc}-\varepsilon)g_i=\beta_i$. With $p_j=\langle\beta_j|\phi\rangle$, the solution, up to a factor, is

$$\phi=u_0-\sum_{ij}g_iM_{ij}p_j .$$

Projecting on $\beta_k$ fixes the coefficients:

$$p_k+\sum_{ij}\langle\beta_k|g_i\rangle M_{ij}p_j=\langle\beta_k|u_0\rangle .$$

If this small linear system is singular, the solution has no $u_0$ part, but it still follows from the same quantities. The inputs are $V_{loc}$, $\beta_i$, $D_{ij}$ and the numbers $q_{ij}$. The function $Q_{ij}(r)$ appears nowhere.

**Why smoothing Q leaves the curves alone**

Suppose that inside a radius $r_{in}\le r_c$ you replace $Q_{ij}$ by

$$\tilde Q_{ij}(r)=r^2(a+br^2+cr^4),$$

with $a,b,c$ chosen to keep the value and slope at $r_{in}$ and the charge $q_{ij}$. Then $M_{ij}(\varepsilon)$ is unchanged, and so is the scan. The Hartree potential of a radial density $n$ is

$$V_H(r)=\frac1r\int_0^rn(r')\,dr'+\int_r^\infty\frac{n(r')}{r'}\,dr',$$

so for $r\ge r_{in}$ it is unchanged too. Inside $r_{in}$ it changes.

The condition on the charge matters. If $q_{ij}$ is altered while $D_{ij}$ is kept, $M_{ij}(\varepsilon)$ changes by $-\varepsilon\,\delta q_{ij}$, and the scan can see it. For sulfur with $r_c=1.6$ bohr, I compared $\arctan(Ru'/u)$ at $R=2.0$ bohr between $-1.0$ and $0.3$ Ha. The largest deviation from the all-electron atom is $0.00008$ rad, both with the original $Q$ and with $Q$ smoothed from $r_{in}=1.6$ bohr. Dropping the augmentation charge raises it to $0.40$ rad. The scan thus detects a lost augmentation charge, which is among the quantities it does contain.

**Why unscreening is invisible as well**

For use outside the reference atom, the valence screening is removed and later recomputed. Let $f_a$ be the occupations. The valence density is

$$n(r)=\sum_af_a\Big[\phi_a^2+\sum_{ij}Q_{ij}(r)\,p_i^ap_j^a\Big],\qquad p_i^a=\langle\beta_i|\phi_a\rangle,$$

with the projectors of the channel to which $a$ belongs. With a fixed core density $n_c$ and exchange only, the energy is

$$E=\sum_af_a\Big[\langle\phi_a|T|\phi_a\rangle+\sum_{ij}D^0_{ij}p_i^ap_j^a\Big]+\int V_{ion}\,n\,dr+E_H[n]+E_x[n+n_c].$$

Vary $\phi_a$ under the constraint $\langle\phi_a|\phi_a\rangle+\sum q_{ij}p_i^ap_j^a=1$. Every term that depends on $n$ contributes through $V=V_{ion}+V_H[n]+V_x[n+n_c]$. Since $n$ contains $Q_{ij}p_i^ap_j^a$, this potential acts locally on $\phi_a$ and also adds to the nonlocal strength:

$$D_{ij}=D^0_{ij}+\int V(r)\,Q_{ij}(r)\,dr .$$

Unscreening in the reference atom, whose density is $n_v$, therefore means

$$V_{ion}=V_{loc}-V_H[n_v]-V_x[n_v+n_c],\qquad D^0_{ij}=D_{ij}-\int V_{loc}\,Q_{ij}\,dr .$$

Put $n=n_v$ back, and the subtracted terms return. This works for the original $Q$, for a smooth $\tilde Q$ used throughout, and with $n_c$ omitted throughout. Each choice gives different ionic data, but the same screened reference atom. Self-consistent runs started from a deliberately wrong density confirmed this: the 3s and 3p levels came back to within $0.001$ meV, and the scan error was again $0.00008$ rad.

**Where the shape of Q enters**

Let the environment change the local potential to $V_{loc}+W$. Then $D_{ij}$ changes by $\int WQ_{ij}\,dr$. Write the eigenvalue problem as $H\phi=\varepsilon S\phi$, where $S=1+\sum|\beta_i\rangle q_{ij}\langle\beta_j|$ does not depend on $W$. To first order,

$$(\delta H-\delta\varepsilon\,S)\phi+(H-\varepsilon S)\,\delta\phi=0 .$$

Projection on $\phi$ removes the second term, because $H-\varepsilon S$ is symmetric and annihilates $\phi$. With $\langle\phi|S|\phi\rangle=1$,

$$\delta\varepsilon=\int W\Big[\phi^2+\sum_{ij}Q_{ij}\,p_ip_j\Big]dr .$$

For the bound reference state, index 1, the normalized function is $\phi=c\,\phi_1$, so $p_i=c\,\delta_{i1}$. With the original $Q_{11}$ the bracket is $c^2[\phi_1^2+\psi_1^2-\phi_1^2]=c^2\psi_1^2$, the density of the normalized all-electron orbital. The first-order level shift is then the all-electron one. With the smooth function it is wrong by

$$\Delta=c^2\int W(r)\,\big[\tilde Q_{11}(r)-Q_{11}(r)\big]dr .$$

This vanishes if $W$ is constant inside $r_{in}$, since the charges are equal. It need not vanish if $W$ varies there.

For a strong but concrete $W$, take the change of the all-electron potential, computed with a frozen core, when sulfur goes from 3s²3p⁴ to 3s²3p². It is $-26.8$ eV near the nucleus and $-22.4$ eV at $r_c$. Applying this same $W$ to both descriptions, and differentiating the levels numerically with respect to its strength, gives these first-order shifts:

- 3s: $-21.6115$ eV all-electron and with the original $Q$; $-21.6270$ eV with $r_{in}=1.6$ bohr. The difference is $-15.5$ meV, as the formula for $\Delta$ predicts.
- 3p: $-19.9608$ eV all-electron and with the original $Q$; $-19.9268$ eV with $r_{in}=1.6$ bohr. The difference is $+33.9$ meV, again as predicted.

The 3p case shows that a small augmentation charge does not make smoothing safe. Inside $r_c$ the all-electron 3p orbital holds $0.3313$ electrons and the smooth one $0.3270$, so $c^2q_{11}=0.0043$. When $r_{in}=r_c$, the value and slope of $\tilde Q_{11}$ vanish at $r_c$, which forces

$$\tilde Q_{11}=a\,r^2\Big(1-\frac{r^2}{r_c^2}\Big)^2,\qquad q_{11}=a\,r_c^3\Big(\frac13-\frac25+\frac17\Big)=\frac{8}{105}\,a\,r_c^3 .$$

A tiny $q_{11}$ means a tiny $\tilde Q_{11}$ everywhere. The original $Q_{11}$ takes both signs: at the node of the all-electron 3p orbital, which lies inside $r_c$, it equals $-\phi_1^2$, while its integral is positive. Because the charges are equal, the constant part of $W$ drops out of $\Delta$. Only the part of $W$ that varies inside $r_c$ counts, and it weights the positive and negative regions differently. Smoothing has replaced these regions by a small function of one sign.

**Where the core density enters**

Local exchange depends on the volume density $\rho=n/4\pi r^2$ as $V_x=-(3\rho/\pi)^{1/3}$, so

$$\frac{dV_x}{d\rho}=-\frac13\Big(\frac3\pi\Big)^{1/3}\rho^{-2/3}.$$

If $n_c$ is left out, $\rho$ is too small wherever core and valence overlap, and exchange responds too strongly to a change of the valence density. Were $V_x$ linear in $\rho$, the omission would cancel in every configuration. As it is, the cancellation is guaranteed only at the reference density.

**What self-consistent tests reveal**

Here are errors relative to frozen-core all-electron calculations with the same exchange. Each triple gives the error of the total energy relative to 3s²3p⁴, then of the 3s level, then of the 3p level, in meV.

For 3s²3p², which in this model lies about $31.7$ eV above the reference configuration:

- original $Q$: $-1.8,\ 3.4,\ 2.7$
- smooth $Q$, $r_{in}=1.0$ bohr: $-16,\ 27,\ 27$
- smooth $Q$, $r_{in}=1.3$ bohr: $-24,\ 37,\ 40$
- smooth $Q$, $r_{in}=1.6$ bohr: $-39,\ 36,\ 65$
- original $Q$, no core density in exchange: $-23,\ 26,\ 39$

For 3s¹3p⁵, which in this model lies about $10.0$ eV above it:

- original $Q$: $-0.1,\ 0.3,\ 0.1$
- smooth $Q$, $r_{in}=1.0$ bohr: $-1.2,\ 2.6,\ 0.2$
- smooth $Q$, $r_{in}=1.3$ bohr: $1.5,\ -2.9,\ 0.1$
- smooth $Q$, $r_{in}=1.6$ bohr: $20,\ -45,\ -4$
- original $Q$, no core density in exchange: $-18,\ 36,\ -1$

All five potentials have the same logarithmic derivatives in the reference atom. The small errors with the original $Q$ do not contradict the first-order result. That result assumes the same $W$ in both descriptions, whereas in a self-consistent run $W$ depends on how the orbitals relax, and it says nothing about higher orders in a change this large.

The self-consistent errors also differ from $\Delta$: for 3s in 3s²3p² with $r_{in}=1.6$ bohr, the error is $+36$ meV, while $\Delta=-15$ meV. In a self-consistent run, $\tilde Q$ changes the density and therefore $W$ itself, and higher orders contribute. $\Delta$ proves that the shape matters, but it does not replace the full calculation.

A single extra configuration can mislead too. With $r_{in}=1.3$ bohr, 3s¹3p⁵ shows errors of at most 3 meV, and 3s²3p² up to 40 meV. Whether 40 meV matters depends on your purpose; removing two electrons is a severe test.

**A blunter failure**

Suppose $D^0_{ij}$ and $V_{ion}$ were made with the original $Q$, but the solid-state code receives $\tilde Q$. The frozen scan still uses $V_{loc}$, $\beta_i$, $D_{ij}$ and $q_{ij}$, so it looks perfect. On rescreening, even at an unchanged potential, $D_{ij}$ is wrong by $\int V_{loc}(\tilde Q_{ij}-Q_{ij})\,dr$, and the density is wrong as well. With $r_{in}=1.3$ bohr, the self-consistent reference levels of sulfur are off by $-38$ meV (3s) and $-106$ meV (3p). A scan repeated in this rescreened atom does react, with an error of $0.045$ rad.

**What to check**

Keep the scan: it can expose poor projectors, lost augmentation charge and some ghost states, within the channels and energies you cover. Then do three more things.

1. Rerun the reference atom self-consistently from the finished data set, and compare its levels with the all-electron ones. This exposes the mismatch described above. Repeat the scan in the rescreened potential as well: the bound reference states have $p_2=0$, so their energies in the reference potential do not depend on $D_{22}$, although a wrong $D_{22}$ can add a spurious level below them.
2. Compare levels and total-energy differences in several other configurations, including one with a different valence charge.
3. Repeat step 2 with a smaller $r_{in}$, and with the core density included in exchange and correlation, until the errors against the all-electron atom are below what you need. A small change between two radii is not enough: the 3s error in 3s²3p² moves only from $36$ to $37$ meV between $r_{in}=1.6$ and $1.3$ bohr, while the original $Q$ gives $3.4$ meV.

A spherical atom tests only the spherical part of the augmentation density. In molecules and solids its higher multipoles enter as well, and they need a test in a non-spherical environment.

The sulfur numbers come from the numerical check whose output follows.

## Table of computed values

```
Sulfur, Z = 16; r_c = 1.6 bohr; scan radius = 2.0 bohr
V_loc(0) = 0.0 Ha; second ref. energy = 0.2 Ha
all-electron 3s, 3p levels: -0.58563, -0.21888 Ha
3s charge inside r_c, all-electron / smooth: 0.4908 / 0.6465 electrons
3p charge inside r_c, all-electron / smooth: 0.3313 / 0.3270 electrons
scan window: -1.0 to 0.3 Ha, 40 points
Largest error of arctan(R u'/u), s and p, frozen reference atom:
  at the reference energies: 3.2e-13 rad
  exact Q: 0.000080 rad
  smooth Q, r_in=1.6: 0.000080 rad
  augmentation charge dropped: 0.395500 rad
Self-consistent 3s2 3p4: scan error (rad); 3s, 3p level errors (meV)
  exact Q: 0.000080; -0.000, -0.000
  smooth Q, r_in=1.0: 0.000080; -0.000, -0.000
  smooth Q, r_in=1.3: 0.000080; -0.000, -0.000
  smooth Q, r_in=1.6: 0.000080; -0.000, -0.000
  exact Q, no core in Vx: 0.000080; -0.000, -0.000
  mismatched Q: 0.045423; -38.094, -106.334
3s2 3p2 frozen-core all-electron: energy above 3s2 3p4 = 31.6761 eV
  levels 3s, 3p: -1.39010, -0.98173 Ha
  errors (meV): energy difference, 3s level, 3p level
  exact Q: -1.75, 3.36, 2.71
  smooth Q, r_in=1.0: -15.74, 27.38, 27.14
  smooth Q, r_in=1.3: -23.51, 37.06, 40.01
  smooth Q, r_in=1.6: -39.39, 36.33, 65.23
  exact Q, no core in Vx: -22.75, 26.06, 39.27
  mismatched Q: 484.71, -264.62, -375.73
3s1 3p5 frozen-core all-electron: energy above 3s2 3p4 = 10.0494 eV
  levels 3s, 3p: -0.61002, -0.23824 Ha
  errors (meV): energy difference, 3s level, 3p level
  exact Q: -0.09, 0.31, 0.14
  smooth Q, r_in=1.0: -1.16, 2.59, 0.23
  smooth Q, r_in=1.3: 1.45, -2.90, 0.11
  smooth Q, r_in=1.6: 20.25, -45.48, -3.64
  exact Q, no core in Vx: -17.65, 35.65, -1.21
  mismatched Q: -74.63, -13.64, -94.39
Potential change W from 3s2 3p4 to 3s2 3p2, all-electron:
  near r = 0: -26.824 eV; at r_c: -22.402 eV
3s first-order shift, all-electron / exact Q / smooth Q 1.6: -21.61151 / -21.61151 / -21.62697 eV
  error predicted from W and the Q change: -15.469 meV
3p first-order shift, all-electron / exact Q / smooth Q 1.6: -19.96075 / -19.96075 / -19.92681 eV
  error predicted from W and the Q change: 33.941 meV
```
